Precursor depletion between closely spaced reactive wafers

**Problem**

Two parallel circular wafers of radius R face each other across a gap H much smaller than R. A dilute precursor diffuses in from the rim, where its concentration is c_e, and is consumed on both facing surfaces. Each surface takes up k c molecules per unit area and time, where k is the reaction velocity and c the concentration at the surface. The diffusivity is D.

(a) Under what condition is the concentration nearly uniform over the wafers, and how large is the deficit at the centre?

(b) Find the radial profile and the mean growth rate.

(c) Is it legitimate to ignore the variation across the gap?

(d) Take R = 10 cm, H = 0.5 cm, k = 0.2 cm/s, and D = 1000 cm²/s at a pressure of 100 Pa. Find the centre deficit, then repeat the estimate at 100000 Pa with the same temperature and k. Which gap keeps the deficit below 1 % at 100 Pa?

These are round model parameters. The state is steady, the temperature is uniform, and there is neither flow nor gas-phase reaction in the gap. The rim concentration is the same all round.

**Solution**

**(a) A balance that gives the condition**

Let r be the distance from the axis and c(r) the concentration averaged over the gap. For now the surface concentration is replaced by this average; part (c) examines the replacement.

Consider the gas inside radius r. Its cylindrical boundary has area 2πrH, and the inward diffusive flux through it is D c′(r), positive when c rises outward. In steady state the inflow equals the consumption on the two faces:

2πrHD c′(r) = 2k ∫₀ʳ 2πs c(s) ds.

Dividing by 2π gives

rHD c′(r) = 2k ∫₀ʳ s c(s) ds.  (1)

The right side is not negative, so c does not decrease outward, and c(0) ≤ c(s) ≤ c_e. Putting the upper value into the integral gives

rHD c′(r) ≤ 2k c_e r²/2 = k c_e r²,

c′(r) ≤ k c_e r/(DH).

Integration from 0 to R, with ∫₀ᴿ r dr = R²/2, yields

c_e − c(0) ≤ c_e kR²/(2DH).

The parameters have combined into one dimensionless group,

S = kR²/(DH),

and the deficit relative to c_e is at most S/2. Putting the lower value c(0) into the same integral gives c_e − c(0) ≥ (S/2) c(0). Together,

1 − S/2 ≤ c(0)/c_e ≤ 1/(1 + S/2).  (2)

If S ≪ 1, both bounds approach 1 − S/2. Since every c(r) lies between c(0) and c_e, the whole profile is then nearly uniform. The condition is therefore

R²k ≪ DH.

The upper bound in (2) shows that, within this thin-gap model, small S is also necessary: the centre cannot stay close to c_e unless S/2 is small. For S > 2 the lower bound is negative and carries no information.

The condition can also be read as a comparison of times. In a closed gap with uniform concentration, the amount per unit wafer area is Hc, and two faces remove it:

H dc/dt = −2k c.

The consumption time is thus H/(2k). The scale of the radial diffusion time is R²/D. Their ratio is

(R²/D)/(H/(2k)) = 2kR²/(DH) = 2S.

For small S, diffusion evens out the concentration across the wafer well before the surfaces can use up the gas.

**(b) Profile and mean growth**

Differentiate (1) with respect to r and divide by rHD:

(1/r)(r c′)′ = 2k c/(DH) = (φ²/R²) c, with φ² = 2S.

With x = φr/R this becomes c″ + c′/x = c, where primes now denote derivatives with respect to x. Its solutions are the modified Bessel functions I₀(x) and K₀(x). K₀ diverges on the axis and is excluded. The rim value fixes the constant:

c(r)/c_e = I₀(φr/R)/I₀(φ).  (3)

Since I₀(0) = 1 and I₀(φ) = 1 + φ²/4 + φ⁴/64 + …, the centre value is

c(0)/c_e = 1 − φ²/4 + (1/16 − 1/64)φ⁴ + … = 1 − S/2 + 3S²/16 + …

The first correction agrees with (2), and the next term makes the deficit slightly smaller than S/2.

The local growth rate is proportional to k c. Let η be its wafer average divided by its value at the rim:

η = (2/R²) ∫₀ᴿ r [c(r)/c_e] dr.

Equation (1) at r = R gives the integral as RHD c′(R)/(2k c_e). From (3) and I₀′ = I₁, c′(R)/c_e = (φ/R) I₁(φ)/I₀(φ). Hence

η = [HD/(kR)] (φ/R) I₁(φ)/I₀(φ) = (φ/S) I₁(φ)/I₀(φ) = 2I₁(φ)/[φI₀(φ)],

where the last step uses S = φ²/2. For small φ, I₁(φ) ≈ (φ/2)(1 + φ²/8), so

η ≈ (1 + φ²/8)(1 − φ²/4) ≈ 1 − φ²/8 = 1 − S/4.

The mean loss of growth is half the centre deficit, to leading order.

In the opposite limit, φ ≫ 1, both I₀(φ) and I₁(φ) approach e^φ/√(2πφ). Their ratio tends to 1 and η ≈ 2/φ. Near the rim the concentration falls inward over the length

ℓ = R/φ = √[DH/(2k)].

Growth is then concentrated in a rim band of width about ℓ. The ratio of the band's area to the wafer's area, 2πRℓ/(πR²) = 2/φ, gives the same η.

**(c) Variation across the gap**

Let z be measured from the midplane. The full diffusion equation is

D ∂²c/∂z² + D(1/r) ∂(r ∂c/∂r)/∂r = 0.

By the result of part (b), the radial term is approximately 2k c/H. Therefore D ∂²c/∂z² ≈ −2k c/H, and two integrations with zero slope at the midplane give

c ≈ c_mid [1 − kz²/(DH)].

At z = H/2 the fractional drop is kH/(4D). Compared with the radial deficit S/2 at small S, it is

[kH/(4D)]/[kR²/(2DH)] = H²/(2R²).

For close spacing and small S, the drop across the gap is thus much smaller than the radial one. The averaging itself requires kH/D = S(H/R)² ≪ 1, which follows from S ≪ 1 when H < R.

The assumption that H is much smaller than R matters. If H is much larger than R, gas far from a wafer does not supply it as the averaged model assumes. Supply then comes from within a distance of about R, and balancing a flux D(c_e − c)/R against k c gives a fractional deficit of order kR/D, not S. A two-dimensional calculation with H = 100 cm, R = 10 cm, D = 1000 cm²/s and k = 40 cm/s has S = 0.04, yet the concentration at the centre of the wafer surface is 18 % below the rim value. The averaged model would give 2 %. Here kR/D = 0.4, so the order of magnitude agrees with the estimate.

**(d) Numbers**

At 100 Pa,

R²k = 100 × 0.2 = 20 cm³/s,

DH = 1000 × 0.5 = 500 cm³/s,

S = 20/500 = 0.04.

The estimated centre deficit is S/2 = 2.0 %. The Bessel profile gives 1.97 %, and so does a two-dimensional solution that does not average over the gap. The mean growth is 0.990 of its rim value. The diffusion time is 0.10 s and the consumption time 1.25 s, with ratio 0.08 = 2S. The drop from midplane to surface is 0.0025 %, far below the radial deficit.

The separate dependences were tested with the two-dimensional solution at one hundredth of this k. Doubling R multiplies the deficit by 4.00 and doubling k by 2.00; doubling D or H multiplies it by 0.50.

The table varies k at fixed R = 10 cm, H = 0.5 cm and D = 1000 cm²/s. The last two columns give c(0)/c_e.

| S | k (cm/s) | Two-dimensional | Bessel |
|---:|---:|---:|---:|
| 0.02 | 0.1 | 0.990 | 0.990 |
| 0.2 | 1 | 0.907 | 0.907 |
| 2 | 10 | 0.439 | 0.439 |
| 20 | 100 | 0.0113 | 0.0111 |

At S = 0.2 the centre has lost about 9 %, so "much smaller" must be judged against the uniformity required. At S = 20 the centre is starved.

The small difference in the last row comes from the averaging. The mean of z² over the gap is H²/12, so the average concentration is c_mid[1 − kH/(12D)], while the surface value is c_mid[1 − kH/(4D)]. To first order the surface value is below the average by the fraction kH/(6D). This reduces the effective φ² by that fraction and φ by kH/(12D). For large φ, 1/I₀(φ) varies roughly as e^(−φ), so the centre concentration rises by a fraction of about φkH/(12D). With φ = √40 = 6.3 and kH/D = 0.05 this is 2.6 %; the unrounded results differ by 2.4 %.

**Effect of pressure.** Picture diffusion as N independent free flights in random directions, with exponentially distributed lengths of mean λ and a common speed v. Such lengths have mean square 2λ², and the cross terms between flights average to zero. The mean square displacement is therefore 2Nλ², reached in a mean time t = Nλ/v. Equating it to 6Dt gives

D = 2Nλ² v/(6Nλ) = λv/3.

Simulated flights give D/(λv) = 0.33, in agreement. The mean free path is inversely proportional to the number density, which is proportional to pressure at fixed temperature. Hence D ∝ 1/p in this elementary picture.

Raising the pressure from 100 to 100000 Pa lowers D to 1 cm²/s and raises S to

S = 20/(1 × 0.5) = 40.

The centre concentration falls to about 0.1 % of the rim value. The decay length is ℓ = √[1 × 0.5/(2 × 0.2)] = 1.1 cm, so most of the wafer lies beyond the well-supplied band. The estimate η ≈ 2/φ = 2/√80 gives 0.22, and the two-dimensional solution gives 0.21. Holding k fixed isolates the effect of transport; in a real process the surface kinetics may also change with pressure.

Low pressure has its own limit. With a molecular speed of 80000 cm/s, the elementary relation gives for the mean free path at 100 Pa

λ = 3D/v = 3 × 1000/80000 = 0.0375 cm,

or 0.075 of the gap, so a continuum description holds to within a few per cent: if the walls re-emit molecules diffusely, they cut flights short and lower the diffusivity along the gap by about 3λ/(8H), here 3 %. The coefficient 1/3 belongs to the elementary picture; hard-sphere kinetic theory gives D ≈ 0.59λv and hence λ ≈ 0.021 cm, so these ratios are estimates good to within a factor of two. At one tenth of the pressure this ratio would be 0.75, and ordinary diffusion with a diffusivity independent of the gap could no longer be trusted.

**Gap for 1 % uniformity.** By (2), it is sufficient that S/2 ≤ 0.01. Solving for H at 100 Pa gives

H ≥ kR²/(2D × 0.01) = 20/20 = 1.0 cm.

The two-dimensional deficit of the gap-averaged concentration at H = 1.0 cm is 0.99 %; at the surface, which lies lower by the further fraction kH/(6D) = 0.003 %, it is 0.996 %. This is just inside the requirement within the continuum model. The margin is no larger than the wall correction to D, about 3λ/(8H) = 1.4 % at this gap, which would raise the deficit to about 1.01 %, so a real design needs a somewhat wider gap. This concerns uniformity within one gap. If the precursor is depleted along the reactor, c_e differs from gap to gap, and a small S does not remove that difference.

The full set of values is in the numerical output.

Values computed for the example and the checks

```
Wafer radius R: 10.0 cm
Wafer gap H: 0.50 cm
Diffusivity D: 1000 cm^2/s
Reaction velocity k: 0.20 cm/s
Pressure: 100 Pa
R^2 k: 20.0 cm^3/s
D H: 500.0 cm^3/s
S = k R^2/(D H): 0.0400 (no unit)
phi^2 = 2 S: 0.0800; phi: 0.2828 (no unit)
Diffusion time R^2/D: 0.100 s
Consumption time from transverse mode: 1.250 s
Centre deficit, estimate S/2: 2.000 %
Centre deficit, Bessel: 1.970 %
Centre deficit, 2D solution: 1.970 %
Centre lower bound 1-S/2: 0.98000 (relative)
Centre upper bound 1/(1+S/2): 0.98039 (relative)
Mean growth, Bessel: 0.99013 (relative)
Mean growth, 2D solution: 0.99012 (relative)
Drop across half-gap, formula: 0.00250 %
Drop across half-gap, 2D: 0.00250 %
k H/D: 1.00e-04 (no unit)
H^2/(2 R^2): 1.25e-03 (no unit)
Deficit factor when R is doubled, 2D: 3.9982
Deficit factor when k is doubled, 2D: 1.9997
Deficit factor when D is doubled, 2D: 0.5000
Deficit factor when H is doubled, 2D: 0.5000
S | k in cm/s | relative centre value: 2D | Bessel
0.02 | 0.10 | 0.99007 | 0.99007
0.20 | 1.00 | 0.90701 | 0.90701
2.00 | 10.00 | 0.43893 | 0.43868
20.00 | 100.00 | 0.01132 | 0.01105
Random-flight D/(path*speed): 0.3325 (no unit)
Molecular speed: 80000 cm/s
Mean free path at 100 Pa: 0.0375 cm
Mean free path / gap: 0.0750 (no unit)
High pressure: 100000 Pa
D at high pressure: 1.000 cm^2/s
S at high pressure: 40.00 (no unit)
k H/D at high pressure: 0.100 (no unit)
Centre at high pressure, Bessel: 0.000964 (relative)
Centre at high pressure, 2D: 0.001034 (relative)
Mean growth at high pressure, 2D: 0.2090 (relative)
Gap for at most 1 % deficit: 1.000 cm
Deficit at that gap, 2D: 0.993 %
Wide-gap test: H = 100 cm, k = 40.00 cm/s
Wide-gap S: 0.0400 (no unit)
Wide-gap surface centre deficit, 2D: 17.99 %
```
